Direct Perturbation Theory of the Dirac Equation and the Pauli Delta Terms

**Definitions and conventions**

Hartree atomic units are used (ħ = m = e = 4πε0 = 1), with p = −i∇, T = p²/2 and λ = 1/c²; c = 137.035999 gives λ = 5.325135×10⁻⁵. Energies are counted from mc². One electron moves in a local potential V; nuclei are point charges, so V ≈ −Z/r near each. The Schrödinger operator is h = T + V. The large component φ and the small component χ_D are two-component spinors, and σ are the Pauli matrices, with

(σ·A)(σ·B) = A·B + iσ·(A×B),  so (σ·p)² = p² = 2T.  (1)

The Dirac equation reads

Vφ + cσ·p χ_D = Eφ,  cσ·p φ + (V − 2c²)χ_D = Eχ_D.  (2)

**Rescaling and the Lévy-Leblond limit**

In (2) the limit c → ∞ cannot be taken term by term. The second equation gives χ_D ≈ σ·pφ/(2c) for a bound electron, so χ = cχ_D stays finite. Inserting χ_D = χ/c and dividing the second equation by c gives

Vφ + σ·p χ = Eφ,  σ·p φ − 2χ + λVχ = λEχ.  (3)

With ψ = (φ, χ) this is a generalized eigenvalue problem that is linear in λ:

(H0 + λH2)ψ = E(S0 + λS2)ψ,  (4)

H0 = [[V, σ·p], [σ·p, −2]], H2 = diag(0, V), S0 = diag(1, 0), S2 = diag(0, 1).  (5)

The metric S0 + λS2 is the Dirac norm ⟨φ|φ⟩ + ⟨χ_D|χ_D⟩ in the new variables. At λ = 0, (3) is the Lévy-Leblond equation. Its lower row fixes χ0, and its upper row becomes, by (1), the Schrödinger equation:

χ0 = ½σ·p φ0,  hφ0 = E0φ0.  (6)

Spin is present at zeroth order, and the negative-energy states, near −2/λ, have left the spectrum. Direct perturbation theory (DPT) expands (4) about (6):

ψ = ψ0 + λψ2 + …,  E = E0 + λE2 + λ²E4 + …,  ⟨φ0|φ0⟩ = 1.  (7)

The state φ0 is assumed nondegenerate within its symmetry.

**The energies E2 and E4**

The terms of (4) of order λ and λ² are

(H0 − E0S0)ψ2 = −(H2 − E0S2 − E2S0)ψ0,  (8)

(H0 − E0S0)ψ4 + (H2 − E0S2 − E2S0)ψ2 − (E2S2 + E4S0)ψ0 = 0.  (9)

Project (8) on ψ0. The left side vanishes, because H0 − E0S0 is Hermitian and annihilates ψ0. Moving σ·p across leaves a surface term on a sphere of radius ε about the nucleus, of order ε²|ψ0||ψ2|, which vanishes for any ψ2 less singular than r⁻². With ⟨ψ0|S0|ψ0⟩ = 1,

E2 = ⟨χ0|V − E0|χ0⟩ = ¼⟨σ·pφ0|V − E0|σ·pφ0⟩.  (10)

The meaning is direct: the weight λ|χ0|² feels the potential, and −E0⟨χ0|χ0⟩ corrects the normalization. Projecting (9) in the same way,

E4 = ⟨χ0|V − E0|χ2⟩ − E2⟨φ0|φ2⟩ − E2⟨χ0|χ0⟩.  (11)

Adding aψ0 to ψ2 changes (11) by a(E2 − E2) = 0, so ψ2 needs no normalization. The lower row of (8) is σ·pφ2 − 2χ2 = −(V − E0)χ0, and the upper row is (V − E0)φ2 + σ·pχ2 = E2φ0. Solving the first and inserting it in the second,

χ2 = ½σ·pφ2 + ½(V − E0)χ0,  (12)

(h − E0)φ2 = E2φ0 − ½σ·p(V − E0)χ0.  (13)

For a central potential take φ0 = g(r)Ω_κ. Since (σ·r̂)² = 1, (1) gives σ·p = (σ·r̂)(r̂·p + iσ·(r̂×p)) = −i(σ·r̂)(∂/∂r − σ·L/r). On Ω_κ, σ·L = j(j+1) − l(l+1) − 3/4 equals l for j = l + ½ (κ = −l−1) and −(l+1) for j = l − ½ (κ = l), so σ·L = −(κ+1) in both cases. As σ·r̂ is unitary,

E2 = ¼∫(V − E0)(g′ + (1+κ)g/r)² r²dr.  (14)

**The Pauli operator from the same equations**

To order λ, the norm is ⟨φ|φ⟩ + λ⟨χ|χ⟩ = ⟨φ|1 + λp²/4|φ⟩. The Foldy-Wouthuysen two-component function, which carries the whole norm, is therefore Φ = (1 + λp²/8)φ, with first-order part

Φ2 = φ2 + ¼Tφ0.  (15)

The Pauli operator H_P is the perturbation that drives it: (h − E0)Φ2 = (E2 − H_P)φ0. Applying h − E0 to (15) and using (13) and (6),

H_Pφ0 = ¼σ·p(V − E0)σ·pφ0 − ¼(h − E0)Tφ0.  (16)

Two identities reduce this. By (1), σ·pVσ·p = p·Vp + iσ·(p×Vp); in the cross product the derivative acting on pf drops out because p×p = 0, and iσ·((−i∇V)×p) remains:

σ·pVσ·p = p·Vp + σ·(∇V×p).  (17)

Next, p·Vp f = −∇V·∇f − V∇²f, while (TV + VT)f = −½(∇²V)f − ∇V·∇f − V∇²f, so

p·Vp = TV + VT + ½∇²V.  (18)

The terms of (16) without ∇V are ¼[TV + VT − 2E0T − T² − VT + E0T]φ0 = ¼[T(V − E0) − T²]φ0 = −½T²φ0, since (V − E0)φ0 = −Tφ0. Hence

H_P = −p⁴/8 + ⅛∇²V + ¼σ·(∇V×p),  (19)

the mass-velocity, Darwin and spin-orbit terms. For V = −Z/r, ∇²(1/r) = −4πδ(r) makes the Darwin term (πZ/2)δ(r), and ∇V = Zr/r³ makes the last term Zσ·L/(4r³).

**DPT and Pauli energies compared**

Let φ be a normalized function for which Tφ is square integrable, and let Ē = ⟨φ|h|φ⟩. Define E2(DPT) by (10) with φ and Ē, and E2(Pauli) = −½⟨Tφ|Tφ⟩ + ⅛⟨∇²V⟩ + ⟨spin-orbit⟩. Inserting (17) and (18) in (10), with ⟨φ|TV + VT|φ⟩ = 2Re⟨Tφ|Vφ⟩ and ⟨p²⟩ = 2⟨Tφ|φ⟩,

E2(DPT) = ½Re⟨Tφ|(V − Ē)φ⟩ + ⅛⟨∇²V⟩ + ⟨spin-orbit⟩.  (20)

Subtracting,

E2(Pauli) − E2(DPT) = −½Re⟨Tφ|(h − Ē)φ⟩.  (21)

For the exact φ0 the residual (h − E0)φ0 vanishes and the two energies are the same number. The statement that DPT avoids the delta functions therefore concerns the form of the expression and of the first-order equation, and the behaviour with approximate φ; it is not a statement about the value for the exact φ0.

As a case of (21), take φ ∝ e^(−ζr) in V = −Z/r. Then Tφ = (ζ/r − ζ²/2)φ and (h − Ē)φ = (ζ − Z)(1/r − ⟨1/r⟩)φ. With ⟨1/r⟩ = ζ and ⟨1/r²⟩ = 2ζ², ⟨Tφ|(h − Ē)φ⟩ = ζ(ζ − Z)(2ζ² − ζ²), so the gap is ζ³(Z − ζ)/2. Direct symbolic evaluation of both energies gives this, and ζ³(Z − 2ζ)/12 for a p1/2 function r e^(−ζr); each vanishes at the exact exponent.

The reference for hydrogen-like ions is the Sommerfeld formula for the Dirac-Coulomb levels, E = λ⁻¹[(1 + λZ²/ν²)^(−1/2) − 1] with ν = n − |κ| + √(κ² − λZ²). Expanding, E = −Z²/(2ν²) + 3λZ⁴/(8ν⁴) + …, ν = n − λZ²/(2|κ|) + … and 1/ν² = 1/n² + λZ²/(n³|κ|) + …, so

E2 = −(Z⁴/2n⁴)(n/|κ| − 3/4).  (22)

The numerical output lists (14) for six states, each tested against the series of the Sommerfeld formula and against the Pauli sum. In units of Z⁴ Eh, 2s1/2 has −13/128 + 1/16 = −5/128 and 2p1/2 has −7/384 − 1/48 = −15/384 = −5/128. The Pauli route reaches this degeneracy through a contact term in one state and a spin-orbit term in the other, while (14) is one integral for both.

**Where the delta functions sit: the 1s state**

Take φ0 = (Z³/π)^(1/2) e^(−Zr) times a spin function, E0 = −Z²/2, ⟨1/r⟩ = Z, ⟨1/r²⟩ = 2Z², |φ0(0)|² = Z³/π. With κ = −1 and φ0′ = −Zφ0,

χ0 = (iZ/2)(σ·r̂)φ0,  E2 = (Z²/4)⟨−Z/r + Z²/2⟩ = −Z⁴/8.  (23)

The radial integrand (V − E0)|χ0|²4πr² starts as −(Z/r)(Z²/4)(4Z³)r² = −Z⁶r, so a sphere of radius ε contributes −Z⁶ε²/2 at leading order. For Z = 1 quadrature gives −4.9174×10⁻⁵ Eh at ε = 0.01 bohr and −4.9917×10⁻⁷ Eh at ε = 0.001 bohr, against the leading values −5×10⁻⁵ and −5×10⁻⁷. The point r = 0 carries no weight.

In the Pauli route, p²φ0 = 2(E0 − V)φ0 = (2Z/r − Z²)φ0 has a 1/r singularity, and a second p² acts on it. For r > 0 the product rule gives −∇²(fφ0) = f p²φ0 − 2f′φ0′ with f = 2Z/r − Z², ∇²f = 0 and 2f′φ0′ = 2(−2Z/r²)(−Z)φ0 = 4Z²φ0/r². Since f² = 4Z²/r² − 4Z³/r + Z⁴, the r⁻² terms cancel. At r = 0, −∇²(2Z/r) = 8πZδ. Together,

p⁴φ0 = (Z⁴ − 4Z³/r)φ0 + 8πZφ0(0)δ(r).  (24)

The expectation value is (1 − 4)Z⁴ + 8πZ·Z³/π = −3Z⁴ + 8Z⁴ = 5Z⁴. This agrees with ⟨f²⟩ = (8 − 4 + 1)Z⁴ and with an independent momentum-space quadrature, 5.00000000 for Z = 1. The Darwin term is (πZ/2)(Z³/π) = Z⁴/2, so

E2(Pauli) = (3/8 − 1 + 1/2)Z⁴ = −Z⁴/8,  (25)

in which two of three terms come from the single point r = 0. Writing the mass-velocity term as −½⟨Tφ0|Tφ0⟩ = −5Z⁴/8 removes its delta, but leaves a radial integrand that is finite at the nucleus, −½(Z/r)²(4Z³)r² = −2Z⁵. Its sphere contribution is −2Z⁵ε, first order in ε: −1.9703×10⁻² and −1.9970×10⁻³ Eh for the two radii. The net delta in H_Pφ0 is

(−πZ + πZ/2)φ0(0)δ = −(πZ/2)φ0(0)δ.  (26)

The DPT property extends to any bound φ0 in the field of point nuclei. Balancing the 1/r terms of hφ0 = E0φ0 gives φ0 = φ0(0)(1 − Zr) + (a term linear in the coordinates) + higher order, so ∇φ0 and χ0 are bounded. The integrand of (10) is then at most of order 1/r. In (13), (V − E0)χ0 is of order 1/r. Its derivative is of order r⁻², which is integrable in three dimensions, and a delta term would arise from the surface integral of (V − E0)χ0 over a small sphere, which is of order ε²·ε⁻¹ → 0. A delta needs an r⁻² field under the derivative, and that is what ∇(p²φ0) supplies in (24).

**First-order functions and second order for 1s**

Put φ2 = wφ0. Then (h − E0)(wφ0) = (−½∇²w + Zw′)φ0. For the source set F = (V − E0)φ0 = (−Z/r + Z²/2)φ0. By (1), σ·p(σ·r̂F) = −i(F′ + 2F/r), since the curl of r̂F(r) vanishes, so σ·p(V − E0)χ0 = (Z/2)(F′ + 2F/r). With F′ = (Z/r² + Z²/r − Z³/2)φ0 and 2F/r = (−2Z/r² + Z²/r)φ0, the sum is (−Z/r² + 2Z²/r − Z³/2)φ0. Multiplying by −Z/4 and adding E2φ0 = −Z⁴φ0/8, (13) becomes

−½∇²w + Zw′ = Z²/(4r²) − Z³/(2r).  (27)

For w = a ln r, ∇²w = −a/r² + 2a/r² = a/r², and the left side is −a/(2r²) + Za/r. Both powers match for a = −Z²/2:

φ2 = −(Z²/2)(ln r)φ0.  (28)

This is the first-order term of r^(γ−1) = exp[(γ−1)ln r], γ = √(1 − λZ²), the factor of the Dirac 1s function; it is square integrable, and its flux r²w′ vanishes at the origin. The expansion of the function is not uniform, for it needs λZ²|ln r|/2 ≪ 1. In (12), ½σ·pφ2 = (i/2)(σ·r̂)(Z²/(2r) + Zw)φ0 and ½(V − E0)χ0 = (i/2)(σ·r̂)(−Z²/(2r) + Z³/4)φ0. The 1/r terms cancel and χ2 = (w + Z²/4)χ0. Inserting this in (11), with |χ0|² = Z²φ0²/4, the terms (Z²/4)E2 and −E2⟨χ0|χ0⟩ cancel, and

E4 = (Z²/4)⟨(−Z/r + Z²/2)w⟩ + (Z⁴/8)⟨w⟩ = −(Z⁵/8)⟨(Z − 1/r)ln r⟩.  (29)

Since (Zr² − r)e^(−2Zr) = −½ d(r²e^(−2Zr))/dr, integration by parts gives ⟨(Z − 1/r)ln r⟩ = 4Z³·½∫r e^(−2Zr)dr = 4Z³/(8Z²) = Z/2, so E4 = −Z⁶/16. For n = 1, ν = γ and the Sommerfeld formula is E = (γ − 1)/λ = −Z²/2 − λZ⁴/8 − λ²Z⁶/16 − …, which agrees. The branch point of γ at λZ² = 1 limits this series to λZ² ≤ 1. For hydrogen λE2 = −5.325135×10⁻⁵/8 = −6.656419×10⁻⁶ Eh = −1.811304×10⁻⁴ eV, and λ²E4 = −1.7723×10⁻¹⁰ Eh.

The Pauli first-order function (15) is Φ2 = [w + Z/(4r) − Z²/8]φ0. Its 1/r term is forced by (26): T(A/r) = 2πAδ must equal +(πZ/2)φ0(0)δ, so A = Zφ0(0)/4. The second-order energy ⟨φ0|H_P − E2|Φ2⟩ then contains δ(r) times 1/r. If the singularity is smoothed over a length a, this term is of order −(πZ²/8)|φ0(0)|²/a and diverges as a → 0. Since the true E4 is finite, a two-component Hamiltonian whose order-λ part is H_P, carried to order λ², can reproduce it only if the expectation value of its λ² operator diverges with the opposite sign.

**Finite basis sets**

Expand φ = Σa_i g_i and χ = Σb_i ½σ·p g_i (kinetic balance), so that (6) can hold in the basis. With matrices S, T, V over the g_i and W_ij = ⟨σ·pg_i|V|σ·pg_j⟩, the blocks follow from (1): ⟨g|σ·p ½σ·p|g⟩ = T, −2·¼p² → −T and ¼p² → T/2. Thus

H0 = [[V, T], [T, −T]], H2 = diag(0, W/4), S0 = diag(S, 0), S2 = diag(0, T/2).  (30)

At λ = 0 the lower row gives b = a, and (10) becomes E2 = aᵀ(W/4 − E0T/2)a. The determinant of H − ES is a polynomial in E and λ that equals det(−T)det(T + V − ES) at λ = 0, so a simple root is analytic in λ there, by the implicit function theorem. E2 and E4 are thus the Taylor coefficients of the matrix Dirac eigenvalue in the same basis. For hydrogen 1s with s Gaussians exp(−αr²), α = 2⁻⁶ … 2⁸ bohr⁻², central differences across λ = 0 give −0.124716388 and −0.061309934 Eh, equal to the DPT values in all printed digits.

In a basis the residual in (21) is orthogonal to the g_i, but Tφ need not lie in their span. For s Gaussians on one centre, Tg = (3α − 2α²r²)g = 3αg + 2α²∂g/∂α. The first part is orthogonal to the residual. Since the energy is stationary in the coefficients, ∂E0/∂α_i = 2a_i⟨∂g_i/∂α_i|(h − E0)φ⟩, and (21) becomes

E2(Pauli) − E2(DPT) = −½Σα_i² ∂E0/∂α_i.  (31)

For exponents 0.1, 0.5, 2.5 bohr⁻² the gap is −0.0905697 + 0.0981031 = 0.0075334 Eh, and (31) with finite-difference gradients gives 0.0075334 Eh. Equation (31) also marks a limit of the DPT advantage: when all exponents are optimized, the gap vanishes. For the optimal 0.15138, 0.68129, 4.50036 bohr⁻² both routes give −0.109775 Eh, which is 12% short of −1/8 in magnitude.

For even-tempered exponents with a fixed ratio, a dimensional argument gives the rates. The basis rounds the cusp over a length a = α_max^(−1/2), where δφ0 ~ a and ∇δφ0 ~ 1 in a volume a³. The error of E0 is ∫|∇δφ0|² ~ a³, so α∂E0/∂α ~ a³, and (31) gives a gap ~ a³/a² = a. For DPT, any trial ψ + δψ has a Rayleigh-quotient error proportional to ⟨δψ|H − ES|δψ⟩. At order λ this holds ⟨δχ0|V|δχ0⟩ ~ a³/a and a cross term with the rounded logarithm, ∇δφ2·∇δφ0 ~ a³/a. Hence

DPT error ∝ α_max⁻¹,  Pauli error ∝ α_max^(−1/2),  Pauli second order ∝ −α_max^(1/2).  (32)

The numerical output tabulates α = 2⁻⁶ … 2^kmax for kmax = 16, 20, 24, 28, a factor 16 per step. The powers are taken from successive differences, which cancel any constant offset. For DPT, 6.348×10⁻⁸ − 1.042×10⁻⁹ = 6.244×10⁻⁸ and 1.042×10⁻⁹ + 2.855×10⁻⁹ = 3.897×10⁻⁹ Eh have the ratio 16.0. The tested powers are −1.000, −0.502 and +0.500. At kmax = 16 the errors from −1/8 are 1.066×10⁻⁶ Eh (DPT) and 4.433×10⁻⁵ Eh (Pauli). The DPT E4 reaches −0.062500 Eh, while the second-order Pauli sum runs from −81.55 to −5143.41 Eh. The DPT error changes sign and is −2.855×10⁻⁹ Eh at kmax = 28. If its steps keep falling by a factor 16, it tends to about −3.1×10⁻⁹ Eh and not to zero.

**Closed-shell Hartree-Fock**

In the Dirac-Coulomb mean field, with ρ_ij = φ_i†φ_j + λχ_i†χ_j over occupied spinors,

E = Σ⟨ψ_i|H0 + λH2|ψ_i⟩ + ½Σ[(ρ_ii|ρ_jj) − (ρ_ij|ρ_ji)],  (33)

where (a|b) = ∫∫a(1)b(2)/r12, subject to ⟨ψ_i|S0 + λS2|ψ_j⟩ = δ_ij. At λ = 0, χ_i enters through H0 alone, so stationarity gives χ_i = ½σ·pφ_i, and the φ_i are the Schrödinger Hartree-Fock spin orbitals with energies ε_i. The Lagrangian E − Σε_i(⟨ψ_i|S0 + λS2|ψ_i⟩ − 1) is stationary in the ψ_i, so dE/dλ is its explicit derivative. The two equal cross terms cancel the factor ½:

E2 = Σ⟨χ_i|V − ε_i|χ_i⟩ + Σ[(χ_i†χ_i|φ_j†φ_j) − Re(χ_i†χ_j|φ_j†φ_i)].  (34)

For real orbitals u, v and spin functions s, s′, (1) gives χ†χ′ = ¼s†[∇u·∇v + iσ·(∇u×∇v)]s′. For u = v the cross product vanishes. In the exchange term the factor φ_j†φ_i forces s = s′. The σ_z part that remains is purely imaginary for real orbitals, so the real part taken in (34) removes it for each spin separately. With D = 2Σcc^T and D_ε = 2Σεcc^T over doubly occupied orbitals, and W now ⟨∇g|V|∇g⟩,

E2 = ¼tr(DW) − ½tr(D_εT) + ¼Σ(D_μνD_κλ − ½D_μλD_νκ)(∇μ·∇ν|κλ).  (35)

To find the Pauli counterpart, write ∇u·∇v = ½∇²(uv) − ½(u∇²v + v∇²u) and move the Laplacian onto 1/r12, which gives −4πδ. The Coulomb part yields ¼·½(−4π)∫ρ² = −(π/2)∫ρ². The exchange part yields −¼·2·½(−4π)Σ∫u²v² = +π∫(ρ/2)². Their sum is the two-electron Darwin term −π∫(ρ/2)². The remaining terms join (20) as ½Σ⟨Tφ_i|(F − T − ε_i)φ_i⟩, with F the Fock operator, so (21) holds orbital by orbital with F − ε_i in place of h − Ē.

**Example: LiH**

The bond length is chosen as 3.0 bohr. In the contracted 6-31G basis E(RHF) = −7.97917779 Eh, and the three terms of (35) are

E2 = −33.29793 + 8.96842 + 9.14028 = −15.18923 Eh.

The attraction of the small-component density to the nuclei is offset by more than half through the normalization term, positive because the ε_i-weighted sum is negative, and through electron repulsion. The independent value comes from four-component Dirac-Hartree-Fock in the same kinetically balanced basis, with spin-orbit coupling and all Coulomb blocks kept. The quotient (E_DHF − E_RHF)/λ = E2 + λE4 + … is −15.18574 Eh at c and −15.17530 Eh at c/2, where λ is four times larger. The E4 term is removed by

[4(−15.18574) − (−15.17530)]/3 = −15.18922 Eh,

which matches (35) within the tested 5×10⁻⁵ relative to E2. This checks the sum of the three terms of (35). Spin-orbit coupling, though kept in the four-component calculation, does not contribute to E2 of a closed shell with real orbitals; it can enter the energy only from order λ² on. At the physical c the higher orders amount to 0.0035 of 15.19, or 2×10⁻⁴ of the first-order term. The quotient rises with λ, so E4 in this basis is positive, opposite in sign to the hydrogen-like value −Z⁶/16. The calculation does not show the cause.

Three uncontracted sets follow, with s exponents 0.03·3^k on Li (n functions) and 0.06·3^k on H (n − 2 functions), and p exponents 0.1, 0.4 (Li) and 0.7 bohr⁻² (H). Each step multiplies α_max by 27. The values in Eh are:

n = 8 (Li α_max 65.6): DPT −13.81787, Pauli −13.10745, gap 0.71042
n = 11 (1771.5): DPT −15.18915, Pauli −15.03694, gap 0.15220
n = 14 (47829.7): DPT −15.24159, Pauli −15.21336, gap 0.02823

The DPT steps are 1.37128 and 0.05244 Eh, with ratio 26, near the 27 of (32). The gap itself falls by 4.7 and then 5.4, but these factors do not establish a rate, because the fixed p functions and the fixed exponent ratio can leave a constant offset. Its successive differences, 0.55822 and 0.12397 Eh, are free of such an offset and have the ratio 4.5, against √27 = 5.2 from (32). These ratios are read from three points; the tests are that the last gap is smaller than the one before and below 1% of E2. The Pauli total for n = 14 is −77.7447 + 65.0528 − 2.5215 = −15.2134 Eh. From n = 11 to n = 14 the mass-velocity term moves by 2.46 Eh and the nuclear Darwin term by 2.29 Eh in the opposite direction, so most of their separate basis errors cancel in the sum. The final gap is about 1% of the two-electron Darwin term, which checks that term.

The 6-31G result does not follow the even-tempered pattern. Its Pauli value, −15.24510 Eh, lies 0.0035 Eh from the n = 14 DPT value, while its DPT value lies 0.052 Eh away, and the gap is negative, −0.05587 Eh. The n = 14 reference itself moves by up to about 0.004 Eh with the basis (see below), so the first distance is known only to be below about 0.01 Eh; the ordering of the two distances is not affected. Equation (21) fixes neither the sign of the gap nor which value is nearer the basis limit in a given small basis; (32) describes the rate along an even-tempered sequence. What DPT gives in every kinetically balanced basis is the slope of the Dirac-Hartree-Fock energy in that basis.

For n = 14, with E2 = −33.32465 + 8.93980 + 9.14326 = −15.24159 Eh, the first-order relativistic correction is λE2 = 5.325135×10⁻⁵ × (−15.24159) = −8.12×10⁻⁴ Eh = −2.21×10⁻² eV. The digits of E2 belong to this basis: extending the s sets to n = 17 lowers E2 by 0.002 Eh, and a set with s ratio 2.6, more p functions and a d shell on each atom raises it by about 0.004 Eh, to λE2 = −8.11×10⁻⁴ Eh. The third digit of λE2 is therefore uncertain by one unit. This is a mean-field Dirac-Coulomb number for fixed point nuclei. It leaves out electron correlation, the Breit interaction, which enters at the same order λ, radiative corrections, nuclear size and motion, and valence polarization beyond the few p functions.

Calculated quantities

```
c = 137.035999 au, 1/c^2 = 5.325135e-05 au
state: E2 DPT | mass-vel, Darwin, spin-orbit (Z^4 Eh, factor of lam)
1s1/2: -1/8 | -5/8, 1/2, 0
2s1/2: -5/128 | -13/128, 1/16, 0
2p1/2: -5/128 | -7/384, 0, -1/48
2p3/2: -1/128 | -7/384, 0, 1/96
3d3/2: -1/216 | -1/360, 0, -1/540
3d5/2: -1/648 | -1/360, 0, 1/810
trial s exp(-zeta r): Pauli-DPT = zeta**3*(Z - zeta)/2 Eh
trial p1/2 exp(-zeta r): Pauli-DPT = zeta**3*(Z - 2*zeta)/12 Eh
1s <p^4>: pointwise -3*Z**4, delta 8*Z**4, momentum space (Z=1) 5.00000000 au
1s delta strength of p^4 phi0 = 8*pi*Z phi0(0) au
Z=1, r<0.01, r<0.001 bohr: DPT part -4.9174e-05, -4.9917e-07 Eh
same spheres, mass-velocity part -1.9703e-02, -1.9970e-03 Eh
phi2/phi0 = a ln r + b r: a = -Z**2/2, b = 0 au
1s E4 DPT (Z=1) = -0.0625000000 Eh; Dirac series -Z**6/16
net Pauli delta -pi*Z/2 phi0(0); FW function ~ Z/4 phi0(0)/r au
H 1s: lam E2 = -6.656419e-06 Eh = -1.811304e-04 eV; lam^2 E4 = -1.7723e-10 Eh
alpha 0.1,0.5,2.5 bohr^-2: DPT -0.0981031, Pauli -0.0905697, gradient gap 0.0075334 Eh
optimized alpha 0.15138, 0.68129, 4.50036 bohr^-2
  E0 -0.4969793, DPT -0.109775, Pauli -0.109775 Eh
alpha 2^-6..2^8: E2 DPT -0.124716388, matrix Dirac slope -0.124716388 Eh
  E4 DPT -0.061309934, matrix Dirac curvature/2 -0.061309934 Eh
kmax: E2DPT+1/8, E2Pauli+1/8, E4DPT, Pauli 2nd order (Eh)
16: 1.066e-06, 4.433e-05, -0.062492, -81.55
20: 6.348e-08, 1.089e-05, -0.062499, -322.86
24: 1.042e-09, 2.704e-06, -0.062500, -1287.11
28: -2.855e-09, 6.703e-07, -0.062500, -5143.41
powers of alpha_max: DPT -1.000, Pauli -0.502, 2nd-order Pauli 0.500
LiH R = 3.0 bohr, 6-31G: E(RHF) = -7.97917779 Eh
  DPT: W -33.29793, metric 8.96842, two-el 9.14028, E2 -15.18923 Eh
  (E_DHF-E_RHF)c^2: at c -15.18574, at c/2 -15.17530, lam->0 -15.18922 Eh
  Pauli E2 -15.24510 Eh; lam E2 DPT -8.088469e-04 Eh
even-tempered s: Li 0.03*3^k (n), H 0.06*3^k (n-2); p: Li 0.1, 0.4, H 0.7 bohr^-2
n=8: Li alpha_max 65.6 bohr^-2, E(RHF) -7.970756 Eh
  DPT -13.81787, Pauli -13.10745, gap 0.71042 Eh
  mass-vel -61.6315, Darwin1 51.0264, Darwin2 -2.5024 Eh
n=11: Li alpha_max 1771.5 bohr^-2, E(RHF) -7.985485 Eh
  DPT -15.18915, Pauli -15.03694, gap 0.15220 Eh
  mass-vel -75.2830, Darwin1 62.7674, Darwin2 -2.5214 Eh
n=14: Li alpha_max 47829.7 bohr^-2, E(RHF) -7.985599 Eh
  DPT -15.24159, Pauli -15.21336, gap 0.02823 Eh
  mass-vel -77.7447, Darwin1 65.0528, Darwin2 -2.5215 Eh
n=14 DPT parts: W -33.32465, metric 8.93980, two-el 9.14326 Eh
n=14 lam E2 DPT = -8.11635e-04 Eh = -2.20857e-02 eV
```
